# Proper and improper piezoelectric response: removing the lattice-vector contribution: a numerical check

```python
"""Proper and improper piezoelectric response of a polar crystal.

Result under test, for a deformation dr_i = sum_j eta_ij r_j:
    dP_i/deta_jk = proper_ijk + delta_ij P_k - delta_jk P_i
    proper_ijk = (1/volume) sum_alpha a_alpha,i dp_alpha/deta_jk
P: polarization; a_alpha: lattice vectors (rows of 'cell');
p_alpha: reduced polarization, the charge per cell face (unit e).
Model: orbital A at the origin (energy -DELTA), orbital B at fractional
position s (energy +DELTA), A-B hopping decaying with bond length, two
electrons per cell, core charge +e on each site, diagonal position operator.
Lengths in angstrom, energies in eV, charges in e; output in C/m^2.
"""
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation

DELTA, HOP, BOND, DECAY = 1.5, 1.0, 2.5, 0.8
TO_SI = constants.e / constants.angstrom**2
LATERAL = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]
CELLS = np.array([(x, y, z) for x, y in LATERAL for z in (0, -1)])
EYE = np.eye(3)
STEP = 1e-4


def make_mesh(n1, n2, n3):
    axes = [np.arange(n) / n for n in (n1, n2, n3)]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


MESH = make_mesh(12, 12, 32)
PHASES = np.exp(2j * np.pi * MESH @ CELLS.T)


def bond_data(cell, s):
    vectors = (CELLS + s) @ cell
    lengths = np.linalg.norm(vectors, axis=1)
    return vectors, lengths, HOP * np.exp(-(lengths - BOND) / DECAY)


def reduced_polarization(cell, s, phases=PHASES):
    """Cores minus two electrons at the Berry-phase centre of the lower band."""
    hop = bond_data(cell, s)[2]
    f = phases @ hop
    moment = phases @ (hop[:, None] * (CELLS + s))
    energy = np.sqrt(DELTA**2 + abs(f)**2)
    weight = 2 * energy * (energy + DELTA)
    centre = np.mean((f.conj()[:, None] * moment).real / weight[:, None], axis=0)
    return s - 2 * centre


def relax(cell, s_start, rest_lengths):
    """Minimize the energy of equal springs on all A-B bonds."""
    s = s_start.copy()
    for _ in range(15):
        vectors, lengths, _hop = bond_data(cell, s)
        jacobian = (vectors / lengths[:, None]) @ cell.T
        s = s - np.linalg.lstsq(jacobian, lengths - rest_lengths, rcond=None)[0]
    return s


def polarization(cell0, s0, F, relaxed=False, offset=(0, 0, 0)):
    cell = cell0 @ F.T
    s = relax(cell, s0, bond_data(cell0, s0)[1]) if relaxed else s0
    p = reduced_polarization(cell, s) + np.array(offset)
    return p @ cell / np.linalg.det(cell)


def strain_derivative(function, step=STEP):
    """Central differences of a vector or scalar function of F; last axes j,k."""
    rows = []
    for j in range(3):
        for k in range(3):
            eta = np.zeros((3, 3))
            eta[j, k] = step
            rows.append((function(EYE + eta) - function(EYE - eta)) / (2 * step))
    values = np.array(rows)
    return np.moveaxis(values.reshape((3, 3) + values.shape[1:]), (0, 1), (-2, -1))


def improper_tensor(cell, s, relaxed=False, offset=(0, 0, 0)):
    return strain_derivative(lambda F: polarization(cell, s, F, relaxed, offset))


def geometric_tensor(P):
    return np.einsum("ij,k->ijk", EYE, P) - np.einsum("jk,i->ijk", EYE, P)


def proper_tensor(cell, s, relaxed=False, offset=(0, 0, 0)):
    P = polarization(cell, s, EYE, relaxed, offset)
    return improper_tensor(cell, s, relaxed, offset) - geometric_tensor(P)


def current_response(cell, s):
    """Adiabatic bulk current by perturbation theory, ions clamped."""
    r, d, hop = bond_data(cell, s)
    phase = np.exp(2j * np.pi * MESH @ (CELLS + s).T)
    H = np.zeros((len(MESH), 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = -DELTA, DELTA
    H[:, 0, 1] = phase @ hop
    H[:, 1, 0] = H[:, 0, 1].conj()
    energy, states = np.linalg.eigh(H)
    v, c = states[:, :, 0], states[:, :, 1]

    def element(bra, g, ket):
        return bra[:, 0].conj() * g * ket[:, 1] + bra[:, 1].conj() * g.conj() * ket[:, 0]

    gap2 = (energy[:, 1] - energy[:, 0])**2
    result = np.zeros((3, 3, 3))
    for i in range(3):
        velocity = element(c, phase @ (1j * r[:, i] * hop), v)
        for j in range(3):
            for k in range(3):
                dhop = -hop / DECAY * r[:, j] * r[:, k] / d
                strain = element(v, phase @ dhop, c)
                result[i, j, k] = 4 * np.mean((strain * velocity).imag / gap2)
    return result / np.linalg.det(cell)


def slab_face_charge(cell, s, layers=20):
    """Growth of the open slab's dipole (in units of a_3) per added layer."""
    hop = bond_data(cell, s)[2]
    plane = make_mesh(12, 12, 1)
    dipoles = []
    for n in (layers, layers + 1):
        block = np.zeros((len(plane), n, n), complex)
        for R, t in zip(CELLS, hop):
            factor = t * np.exp(2j * np.pi * plane[:, :2] @ R[:2])
            block += factor[:, None, None] * np.eye(n, k=R[2])
        H = np.zeros((len(plane), 2 * n, 2 * n), complex)
        H[:, :n, n:] = block
        H[:, n:, :n] = block.conj().transpose(0, 2, 1)
        H[:, range(2 * n), range(2 * n)] = np.repeat([-DELTA, DELTA], n)
        states = np.linalg.eigh(H)[1]
        filling = np.mean(np.sum(abs(states[:, :, :n])**2, axis=2), axis=0)
        height = np.concatenate([np.arange(n), np.arange(n) + s[2]])
        dipoles.append(np.sum(height * (1 - 2 * filling)))
    return dipoles[1] - dipoles[0]


# Full-tensor tests on a crystal without any symmetry
tri = np.array([[3.0, 0.2, 0.1], [-0.3, 3.3, 0.2], [0.4, 0.3, 5.0]])
s_tri = np.array([0.10, 0.06, 0.55])
volume_tri = np.linalg.det(tri)
P_tri = polarization(tri, s_tri, EYE)
improper_tri = improper_tensor(tri, s_tri)
proper_tri = proper_tensor(tri, s_tri)
current_tri = current_response(tri, s_tri)
error_current = TO_SI * np.max(abs(proper_tri - current_tri))
assert error_current < 1e-4
assert TO_SI * np.max(abs(improper_tri - current_tri)) > 0.1

# Charge of comoving faces, from slabs with open surfaces
p_tri = reduced_polarization(tri, s_tri)
error_face = abs(slab_face_charge(tri, s_tri) - p_tri[2])
assert error_face < 1e-6
slab_slope = strain_derivative(lambda F: slab_face_charge(tri @ F.T, s_tri), 1e-3)
face_slope = volume_tri * np.einsum("i,ijk->jk", np.linalg.inv(tri)[:, 2], proper_tri)
error_slope = np.max(abs(slab_slope - face_slope))
assert error_slope < 1e-4  # finite-difference error of the larger step

# Mesh convergence
fine = np.exp(2j * np.pi * make_mesh(20, 20, 40) @ CELLS.T)
assert np.max(abs(reduced_polarization(tri, s_tri, fine) - p_tri)) < 1e-5

# Branch change, finite rotation, pull-back, symmetry in the strain indices
shift = (1, -2, 1)
assert TO_SI * np.max(abs(proper_tensor(tri, s_tri, offset=shift) - proper_tri)) < 1e-5
assert TO_SI * np.max(abs(improper_tensor(tri, s_tri, offset=shift) - improper_tri)) > 0.1
turn = Rotation.from_rotvec([0.3, -0.2, 0.4]).as_matrix()
for moving in (False, True):
    assert np.allclose(polarization(tri, s_tri, turn, moving), turn @ P_tri, atol=1e-10)
pulled = strain_derivative(
    lambda F: np.linalg.det(F) * np.linalg.solve(F, polarization(tri, s_tri, F)))
assert TO_SI * np.max(abs(pulled - current_tri)) < 1e-4
relaxed_tri = proper_tensor(tri, s_tri, True)
assert TO_SI * np.max(abs(relaxed_tri - relaxed_tri.transpose(0, 2, 1))) < 1e-4


def born_charges(cell, s):
    columns = []
    for direction in EYE:
        ds = STEP * direction @ np.linalg.inv(cell)
        change = reduced_polarization(cell, s + ds) - reduced_polarization(cell, s - ds)
        columns.append(change @ cell / (2 * STEP))
    return np.array(columns).T


def internal_displacement(cell, s):
    rest = bond_data(cell, s)[1]
    return strain_derivative(lambda F: (relax(cell @ F.T, s, rest) - s) @ cell)


def chain_rule(cell, s):
    extra = np.einsum("im,mjk->ijk", born_charges(cell, s), internal_displacement(cell, s))
    return current_response(cell, s) + extra / np.linalg.det(cell)


assert TO_SI * np.max(abs(chain_rule(tri, s_tri) - relaxed_tri)) < 1e-4

# Worked example: tetragonal crystal, polar axis z
a, c, height = 3.0, 5.0, 0.55
tet, s_tet = np.diag([a, a, c]), np.array([0.0, 0.0, height])
p_tet = reduced_polarization(tet, s_tet)
p_centre = reduced_polarization(tet, np.array([0.0, 0.0, 0.5]))
assert abs(p_centre[2] - 0.5) < 1e-9 and np.max(abs(p_tet[:2])) < 1e-9
clamped = TO_SI * proper_tensor(tet, s_tet)
relaxed = TO_SI * proper_tensor(tet, s_tet, True)
born = born_charges(tet, s_tet)
inner = internal_displacement(tet, s_tet)


def show(label, value, unit, digits=4):
    print(f"{label} = {round(float(value), digits) + 0.0:.{digits}f} {unit}")


show("lattice constant a", a, "angstrom", 1)
show("lattice constant c", c, "angstrom", 1)
show("height of B / c", height, "", 2)
show("half onsite splitting DELTA", DELTA, "eV", 1)
show("hopping at reference length", HOP, "eV", 1)
show("reference bond length", BOND, "angstrom", 1)
show("hopping decay length", DECAY, "angstrom", 1)
show("cell volume", np.linalg.det(tet), "angstrom^3", 1)
show("reduced polarization p3", p_tet[2], "e")
show("p3 with B at c/2", p_centre[2], "e")
show("polarization quantum e/a^2", TO_SI / a**2, "C/m^2")
for name, tensor in (("clamped", clamped), ("relaxed", relaxed)):
    show(f"proper e31 {name}", tensor[2, 0, 0], "C/m^2")
    show(f"proper e33 {name}", tensor[2, 2, 2], "C/m^2")
    show(f"proper e15 {name}", tensor[0, 0, 2], "C/m^2")
show("Born charge of B, Z*33", born[2, 2], "e")
show("Born charge of B, Z*11", born[0, 0], "e")
show("du3/deta11", inner[2, 0, 0], "angstrom")
show("du3/deta33", inner[2, 2, 2], "angstrom")
show("du1/deta13", inner[0, 0, 2], "angstrom")
for offset3 in (0.0, -0.5, -1.0):
    offset = (0, 0, offset3)
    P3 = TO_SI * polarization(tet, s_tet, EYE, True, offset)[2]
    imp = TO_SI * improper_tensor(tet, s_tet, True, offset)
    assert abs(imp[2, 0, 0] - (relaxed[2, 0, 0] - P3)) < 1e-4
    assert abs(imp[2, 2, 2] - relaxed[2, 2, 2]) < 1e-4
    assert abs((imp[0, 0, 2] + imp[0, 2, 0]) / 2 - relaxed[0, 0, 2] - P3 / 2) < 1e-4
    tag = f"offset {offset3:+.1f} e, relaxed:"
    show(f"{tag} P3", P3, "C/m^2")
    show(f"{tag} improper c311", imp[2, 0, 0], "C/m^2")
    show(f"{tag} improper c333", imp[2, 2, 2], "C/m^2")
    show(f"{tag} improper c113", imp[0, 0, 2], "C/m^2")
    show(f"{tag} improper c131", imp[0, 2, 0], "C/m^2")

# Electrode charge for a small transverse stretch, zero offset
stretch = 1e-3
F = np.diag([1 + stretch, 1.0, 1.0])
P_before = TO_SI * polarization(tet, s_tet, EYE, True)[2]
P_after = TO_SI * polarization(tet, s_tet, F, True)[2]
charge = P_after * (1 + stretch) - P_before
assert abs(charge - relaxed[2, 0, 0] * stretch) < 2e-5  # second order in strain
show("transverse strain eta11", stretch, "", 3)
show("change of P3", 1e3 * (P_after - P_before), "mC/m^2")
show("electrode charge per original area", 1e3 * charge, "mC/m^2")
print(f"largest error, current formula = {error_current:.1e} C/m^2")
print(f"error, slab face charge = {error_face:.1e} e")
print(f"largest error, slab strain slope = {error_slope:.1e} e")
print("verified")
```

It prints:

```
lattice constant a = 3.0 angstrom
lattice constant c = 5.0 angstrom
height of B / c = 0.55 
half onsite splitting DELTA = 1.5 eV
hopping at reference length = 1.0 eV
reference bond length = 2.5 angstrom
hopping decay length = 0.8 angstrom
cell volume = 45.0 angstrom^3
reduced polarization p3 = 0.6257 e
p3 with B at c/2 = 0.5000 e
polarization quantum e/a^2 = 1.7802 C/m^2
proper e31 clamped = 0.0032 C/m^2
proper e33 clamped = -0.4197 C/m^2
proper e15 clamped = -0.0210 C/m^2
proper e31 relaxed = -0.0140 C/m^2
proper e33 relaxed = -0.7809 C/m^2
proper e15 relaxed = -0.0337 C/m^2
Born charge of B, Z*33 = 2.3404 e
Born charge of B, Z*11 = 0.7827 e
du3/deta11 = -0.0206 angstrom
du3/deta33 = -0.4334 angstrom
du1/deta13 = -0.0459 angstrom
offset +0.0 e, relaxed: P3 = 1.1139 C/m^2
offset +0.0 e, relaxed: improper c311 = -1.1279 C/m^2
offset +0.0 e, relaxed: improper c333 = -0.7809 C/m^2
offset +0.0 e, relaxed: improper c113 = 1.0801 C/m^2
offset +0.0 e, relaxed: improper c131 = -0.0337 C/m^2
offset -0.5 e, relaxed: P3 = 0.2238 C/m^2
offset -0.5 e, relaxed: improper c311 = -0.2378 C/m^2
offset -0.5 e, relaxed: improper c333 = -0.7809 C/m^2
offset -0.5 e, relaxed: improper c113 = 0.1900 C/m^2
offset -0.5 e, relaxed: improper c131 = -0.0337 C/m^2
offset -1.0 e, relaxed: P3 = -0.6663 C/m^2
offset -1.0 e, relaxed: improper c311 = 0.6523 C/m^2
offset -1.0 e, relaxed: improper c333 = -0.7809 C/m^2
offset -1.0 e, relaxed: improper c113 = -0.7001 C/m^2
offset -1.0 e, relaxed: improper c131 = -0.0337 C/m^2
transverse strain eta11 = 0.001 
change of P3 = -1.1268 mC/m^2
electrode charge per original area = -0.0141 mC/m^2
largest error, current formula = 1.0e-08 C/m^2
error, slab face charge = 4.8e-14 e
largest error, slab strain slope = 1.9e-07 e
verified
```
